# Exchange self-energy of the uniform electron gas in Hartree-Fock theory

## The question

Electrons move in a box filled with a rigid, uniform positive charge that makes the whole neutral. The average electrostatic field vanishes. Even so, an electron does not behave as if it were alone: antisymmetry keeps electrons of equal spin apart, and this lowers their repulsion energy. How does the lowering depend on the wave vector $\mathbf k$ of the electron?

I treat this in the Hartree-Fock approximation, at zero temperature, for an unpolarized gas whose orbitals are plane waves. Hartree atomic units are used, so $\hbar=m=e^2/(4\pi\epsilon_0)=1$. The box has volume $V=L^3$ and periodic boundaries, and $V\to\infty$ at fixed density $n$.

Each spin fills the states with $q<k_F$. Allowed wave vectors have density $V/(2\pi)^3$, so, with a factor 2 for spin,

$$n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}.$$

As a running example I take a model gas with $r_s=4$ bohr, where $r_s$ is the radius of a sphere holding one electron on average. Then $n=3/(4\pi r_s^3)=3.730\times10^{-3}$ bohr$^{-3}$ and $k_F=(3\pi^2n)^{1/3}=0.4798$ bohr$^{-1}$.

## Exchange acting on a plane wave

Let $\phi_{\mathbf k}(\mathbf r)=e^{i\mathbf k\cdot\mathbf r}/\sqrt V$. The exchange operator of Hartree-Fock theory gives

$$(\hat\Sigma\phi_{\mathbf k})(\mathbf r)=-\sum_{q<k_F}\phi_{\mathbf q}(\mathbf r)\int d^3r'\,\frac{\phi^*_{\mathbf q}(\mathbf r')\phi_{\mathbf k}(\mathbf r')}{|\mathbf r-\mathbf r'|}.$$

The sum runs over one spin, because the overlap of opposite spin functions is zero. Put $\mathbf r'=\mathbf r+\mathbf s$. The phases become

$$e^{i\mathbf q\cdot\mathbf r}\,e^{i(\mathbf k-\mathbf q)\cdot(\mathbf r+\mathbf s)}=e^{i\mathbf k\cdot\mathbf r}\,e^{i(\mathbf k-\mathbf q)\cdot\mathbf s}.$$

The factor $e^{i\mathbf k\cdot\mathbf r}$ comes out of the sum, so the plane wave is an eigenfunction. Its eigenvalue is

$$\Sigma(k)=-\frac1V\sum_{q<k_F}v(\mathbf k-\mathbf q),\qquad v(\mathbf p)=\int d^3s\,\frac{e^{i\mathbf p\cdot\mathbf s}}{s}.$$

The last integral needs a convergence factor $e^{-\lambda s}$. The angular average of $e^{i\mathbf p\cdot\mathbf s}$ is $\sin(ps)/(ps)$, hence

$$v_\lambda(p)=\frac{4\pi}{p}\int_0^\infty e^{-\lambda s}\sin(ps)\,ds=\frac{4\pi}{p^2+\lambda^2}\;\longrightarrow\;\frac{4\pi}{p^2}\quad(\lambda\to0).$$

I let $V\to\infty$ first and $\lambda\to0$ afterwards. The sum then becomes

$$\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf q|^2}.\tag{1}$$

The integrand is singular at $\mathbf q=\mathbf k$, but the volume element there is proportional to $p^2dp$ with $p=|\mathbf k-\mathbf q|$, so the integral is finite.

The direct Coulomb term cancels against the background. The orbital energy is therefore $\varepsilon(k)=k^2/2+\Sigma(k)$.

## The simplest case: an electron at rest

For $k=0$ the integrand depends on $q$ alone:

$$\Sigma(0)=-\frac{1}{8\pi^3}\int_0^{k_F}4\pi q^2\,\frac{4\pi}{q^2}\,dq=-\frac{2k_F}{\pi}.$$

This sets the scale. In the example it is $-2(0.4798)/\pi=-0.3054$ hartree, or $-8.31$ eV.

**Test against a finite box.** The sum over discrete plane waves can be done directly, leaving out $\mathbf q=\mathbf k$. How fast should it approach the integral? Write $\mathbf k-\mathbf q=2\pi\mathbf m/L$ with integer $\mathbf m$. Each term is $(1/L^3)\,4\pi L^2/(4\pi^2m^2)=1/(\pi Lm^2)$. The integral over the omitted cell is likewise a fixed number divided by $L$. In the other cells, replacing the integral by the central value makes an error that scales as $1/L$ times the second derivatives of $1/m^2$, of order $1/m^4$. The sum of $1/m^4$ over a three-dimensional lattice converges. The total error from the neighbourhood of $\mathbf k$ is thus proportional to $1/L$, apart from irregularities at the surface of the sphere.

With $L=314.3$ bohr the sum is $-0.29619$ hartree, and with $L=628.6$ bohr it is $-0.30083$ hartree. The distances from the limit are $0.00925$ and $0.00462$ hartree, a ratio of 2.0. Eliminating the $1/L$ term gives $2(-0.30083)-(-0.29619)=-0.3055$ hartree, against the limit $-0.3054$. The extrapolation does not remove the error from the irregular surface, which is not estimated here, so the last digit carries no weight; the program demands agreement only within 0.3% of $2k_F/\pi$.

## General wave vector

Now let $k>0$. Take the polar axis along $\mathbf k$ and let $u$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The azimuth contributes $2\pi$, so (1) becomes

$$\Sigma(k)=-\frac1\pi\int_0^{k_F}q^2dq\int_{-1}^{1}\frac{du}{k^2+q^2-2kqu},$$

where the prefactor is $4\pi\cdot2\pi/(8\pi^3)=1/\pi$. The inner integral is elementary:

$$\int_{-1}^{1}\frac{du}{k^2+q^2-2kqu}=\frac{1}{2kq}\ln\frac{(k+q)^2}{(k-q)^2}=\frac{1}{kq}\ln\left|\frac{k+q}{k-q}\right|.$$

One power of $q$ cancels:

$$\Sigma(k)=-\frac{1}{\pi k}\int_0^{k_F}q\,\Lambda(q)\,dq,\qquad \Lambda(q)=\ln\left|\frac{k+q}{k-q}\right|.\tag{2}$$

Integrate by parts. As the antiderivative of $q$ choose $(q^2-k^2)/2$, which vanishes where $\Lambda$ is singular. Since

$$\Lambda'(q)=\frac1{q+k}-\frac1{q-k}=-\frac{2k}{q^2-k^2},$$

we obtain

$$\int q\Lambda\,dq=\frac{q^2-k^2}{2}\Lambda-\int\frac{q^2-k^2}{2}\left(-\frac{2k}{q^2-k^2}\right)dq=\frac{q^2-k^2}{2}\Lambda+kq.$$

If $k<k_F$, the range of integration contains $q=k$. The antiderivative is continuous there, because a quantity that vanishes linearly times a logarithm tends to zero. The pieces below and above $q=k$ can therefore be joined without an extra term. At $q=0$ we have $\Lambda=0$, so the lower limit gives zero. Thus

$$\Sigma(k)=-\frac{1}{\pi k}\left[kk_F+\frac{k_F^2-k^2}{2}\ln\left|\frac{k+k_F}{k-k_F}\right|\right].$$

Set $x=k/k_F$ and take out $2k_F/\pi$:

$$\boxed{\Sigma(k)=-\frac{2k_F}{\pi}F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|}\tag{3}$$

The values at $x=0$ and $x=1$ are defined by continuity.

## Test at small $x$

For $x<1$ the logarithm is $2\sum_{m\ge0}x^{2m+1}/(2m+1)$. Therefore

$$\frac{1-x^2}{4x}\ln\frac{1+x}{1-x}=\frac12(1-x^2)\sum_{m\ge0}\frac{x^{2m}}{2m+1}.$$

For $m\ge1$ the coefficient of $x^{2m}$ is

$$\frac12\left(\frac1{2m+1}-\frac1{2m-1}\right)=-\frac{1}{(2m-1)(2m+1)},$$

while the constant term is $1/2$. Adding the other $1/2$,

$$F(x)=1-\sum_{m\ge1}\frac{x^{2m}}{(2m-1)(2m+1)}=1-\frac{x^2}{3}-\frac{x^4}{15}-\dots\tag{4}$$

So $F(0)=1$, as found for the electron at rest. The quadratic term also changes the curvature of the band at its bottom:

$$\varepsilon(k)\simeq-\frac{2k_F}{\pi}+\frac{k^2}{2}\left(1+\frac{4}{3\pi k_F}\right).$$

Exchange makes the electron lighter there, in this approximation.

## A picture that also gives $x=1$

Return to (1) and measure $\mathbf q$ from $\mathbf k$, with $\mathbf p=\mathbf q-\mathbf k$. The factor $p^2$ of the volume element cancels $1/p^2$. What remains for each direction is the length of the ray from $\mathbf k$ that lies inside the Fermi sphere. Let this length be $k_F\ell$. Then

$$\Sigma(k)=-\frac{1}{2\pi^2}\int d\Omega\,k_F\ell=-\frac{1}{2\pi^2}\,4\pi k_F\langle\ell\rangle=-\frac{2k_F}{\pi}\langle\ell\rangle,$$

where $\langle\ell\rangle$ is the average over all directions. Comparison with (3) gives $F=\langle\ell\rangle$.

From the centre every ray has $\ell=1$, hence $F(0)=1$. For a point at distance $x\le1$ and a ray whose direction has cosine $\mu$ with $\mathbf k$, the exit condition is $x^2+2x\ell\mu+\ell^2=1$, with the positive root

$$\ell=-x\mu+\sqrt{1-x^2(1-\mu^2)}.$$

On the surface, $x=1$, this is $-\mu+|\mu|$: zero for outward rays and $-2\mu$ for inward ones. The average is

$$F(1)=\frac12\int_{-1}^{0}(-2\mu)\,d\mu=\frac12.$$

Formula (3) agrees, since $(1-x^2)\ln|1-x|\to0$. An electron at the Fermi surface gains half the exchange energy of one at rest. In the example, $\Sigma(k_F)=-0.1527$ hartree, or $-4.16$ eV.

The ray average also serves as a numerical test that does not use the logarithm. At $x=0.5$ both ways give $F=0.91198$, and at $x=2$ both give $0.08802$.

## Outside the sphere and far away

Replace $x$ by $1/x$ in (3). The logarithm is unchanged, because

$$\left|\frac{1+1/x}{1-1/x}\right|=\left|\frac{x+1}{x-1}\right|.$$

The prefactor becomes $(1-1/x^2)x/4=-(1-x^2)/(4x)$, so it changes sign. It follows that

$$F(x)+F(1/x)=1.$$

This again gives $F(1)=1/2$. It also turns the small-$x$ series into the series for $x>1$:

$$F(x)=\sum_{m\ge1}\frac{x^{-2m}}{(2m-1)(2m+1)}=\frac1{3x^2}+\frac1{15x^4}+\dots\tag{5}$$

Hence $F\to0$ at infinity. With $k_F^3=3\pi^2n$,

$$\Sigma(k)\to-\frac{2k_F}{\pi}\frac{k_F^2}{3k^2}=-\frac{2\pi n}{k^2}=-\frac{4\pi}{k^2}\,\frac n2.$$

The meaning can be read from (1). When $k\gg k_F$, all occupied states lie at nearly the same momentum distance $k$, so the sum is the Coulomb transform at $k$ times the density $n/2$ of one spin. At $x=10$ the example gives $-0.001020$ hartree from (3) and $-0.001018$ hartree from this limit. The relative difference, 0.2%, is the second term of (5) divided by the first, $1/(5x^2)$.

The two series settle a point about the assumed state. Every power in (4) has a negative coefficient and every one in (5) a positive coefficient. So $F$ falls with $x$ on both sides of $x=1$, and it is continuous there. Then $\Sigma(k)$ and $\varepsilon(k)$ rise with $k$, and filling the lowest orbitals gives back the sphere we started from. The state is self-consistent. This does not prove that it is the Hartree-Fock state of lowest energy; a polarized state or one with a density wave has to be compared separately.

## The slope at the Fermi surface

The value of $F$ is regular at $x=1$, but its slope is not. The two derivatives needed are

$$\frac{d}{dx}\frac{1-x^2}{4x}=-\frac{1+x^2}{4x^2},\qquad \frac{d}{dx}\ln\left|\frac{1+x}{1-x}\right|=\frac{2}{1-x^2}.$$

The product rule gives

$$F'(x)=\frac1{2x}-\frac{1+x^2}{4x^2}\ln\left|\frac{1+x}{1-x}\right|.$$

Let $x=1-d$ with small $d$ of either sign. To leading order, $(1-x^2)/(4x)\simeq d/2$ and the logarithm is $\ln(2/|d|)$, so

$$F\simeq\frac12+\frac d2\ln\frac2{|d|},\qquad F'\simeq\frac12-\frac12\ln\frac2{|d|}.$$

The orbital velocity is $d\varepsilon/dk=k+d\Sigma/dk$. Since $d/dk=(1/k_F)\,d/dx$,

$$\frac{d\varepsilon}{dk}=k-\frac2\pi F'(x)\simeq k_F+\frac1\pi\left(\ln\frac{2}{|d|}-1\right).$$

It diverges at $k_F$, though slowly. In the example the velocity without exchange is 0.48 atomic units at $k_F$. With exchange it is 1.13 at $x=0.9$, 1.86 at $x=0.99$, 2.58 at $x=0.999$ and 4.78 at $x=0.999999$. Near the surface each factor of ten in $d$ adds $\ln(10)/\pi=0.73$.

Where does the divergence come from? Keep $\lambda>0$ for a moment and differentiate (1) with $v_\lambda$ in place of $4\pi/p^2$. The derivative with respect to $\mathbf k$ equals minus that with respect to $\mathbf q$, and Gauss's theorem turns the volume integral into one over the Fermi surface:

$$\frac{d\Sigma}{dk}=\frac{1}{8\pi^3}\oint_{q=k_F}dS\;\hat{\mathbf k}\cdot\hat{\mathbf q}\;v_\lambda(\mathbf k-\mathbf q).$$

Near the point of the surface closest to $\mathbf k$, let $t$ be the distance along the surface and $\delta=|k-k_F|$. Then $dS\simeq2\pi t\,dt$, and this region contributes

$$\frac{1}{8\pi^3}\,4\pi\,2\pi\int_0^{t_0}\frac{t\,dt}{t^2+\delta^2+\lambda^2}\simeq\frac1\pi\ln\frac{t_0}{\sqrt{\delta^2+\lambda^2}},$$

where $t_0$ is a fixed cutoff, small compared with $k_F$ but large compared with $\delta$ and $\lambda$. For $\lambda=0$ this is the logarithm found above, with the same coefficient $1/\pi$. For $\lambda>0$ it stays finite at $\delta=0$. If instead the occupation $f(q)$ falls smoothly from 1 to 0, write it as $f(q)=\int_q^\infty(-f'(q'))\,dq'$, a superposition of filled spheres of radius $q'$. The slope is then the surface integral averaged over $q'$ with the bounded weight $-f'(q')$, and the logarithm of $|k-q'|$ is integrable, so the slope is finite even for $\lambda=0$. The divergence thus needs both the sharp edge of the occupation and the unscreened $1/p^2$.

It has a consequence for the density of states. Both spins together have $k^2dk/\pi^2$ states per volume in $dk$, so the density of states in energy is $k^2/(\pi^2\,d\varepsilon/dk)$. In this theory it goes to zero at the Fermi energy. Hartree-Fock fails here as a description of a metal: the mobile electrons screen the interaction, and the bare exchange term leaves this out.

## The occupied band

The difference of $\varepsilon$ between $k=k_F$ and $k=0$ is

$$W=\frac{k_F^2}{2}-\frac{2k_F}{\pi}\bigl[F(1)-F(0)\bigr]=\frac{k_F^2}{2}+\frac{k_F}{\pi}.$$

For $r_s=4$ bohr this is $0.1151+0.1527=0.2678$ hartree, or 7.29 eV, against 3.13 eV without exchange. The band is 2.3 times as wide. The kinetic part scales as $k_F^2$ and the exchange part as $k_F$, so the relative widening, $2/(\pi k_F)$, grows as the gas is diluted.

## The same result in real space

The occupied orbitals of one spin have the density matrix

$$\rho(r)=\int_{q<k_F}\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}=\frac{1}{2\pi^2}\int_0^{k_F}q^2\,\frac{\sin qr}{qr}\,dq=\frac{k_F^3}{2\pi^2}\frac{j_1(y)}{y},$$

with $y=k_Fr$ and $j_1(y)=\sin y/y^2-\cos y/y$. The last step is the integral of $q\sin qr$ by parts. Because $4\pi/p^2$ is the transform of $1/r$, (1) is the transform of a product:

$$\Sigma(k)=-\int d^3r\,e^{-i\mathbf k\cdot\mathbf r}\frac{\rho(r)}{r}.$$

The angular average of the exponential is $j_0(xy)$, where $j_0(z)=\sin z/z$. With $d^3r\to4\pi r^2dr$ and $r=y/k_F$, the factors combine as $4\pi k_F^{-2}\,k_F^3/(2\pi^2)=2k_F/\pi$, and

$$F(x)=\int_0^\infty j_1(y)\,j_0(xy)\,dy.$$

At $x=0$ the relation $j_1=-j_0'$ gives $F(0)=j_0(0)=1$. Numerical integration gives 0.91198, 0.50000 and 0.08802 at $x=0.5$, 1 and 2, the values of (3).

## Test on the total exchange energy

The exchange energy counts each pair once, whereas the sum of $\Sigma$ over occupied states counts it twice. The energy per electron is therefore half the average of $\Sigma$ over the Fermi sphere. The average of $F$ follows from (4), with weight $3x^2dx$:

$$\langle F\rangle=3\int_0^1x^2F\,dx=1-3\sum_{m\ge1}\frac{1}{(2m-1)(2m+1)(2m+3)}.$$

Each term of the sum is a difference,

$$\frac14\left[\frac{1}{(2m-1)(2m+1)}-\frac1{(2m+1)(2m+3)}\right],$$

so all but the first piece cancel and the sum is $\frac14\cdot\frac13=\frac1{12}$. Hence $\langle F\rangle=3/4$ and

$$e_x=-\frac12\,\frac{2k_F}{\pi}\,\frac34=-\frac{3k_F}{4\pi}.$$

In the example $e_x=-0.1145$ hartree. The same energy can be found without $\Sigma$, from the density matrix. The two spins contribute equally, which cancels the factor $1/2$ for pairs:

$$e_x=-\frac1n\int d^3r\,\frac{\rho(r)^2}{r}=-\frac{3k_F}{\pi}\int_0^\infty\frac{j_1(y)^2}{y}\,dy.$$

Numerical integration of this form also gives $-0.1145$ hartree. It checks the prefactor and the average of $F$ together. The numerical check carries out the numerical checks used here.

## Calculated quantities

```
rs = 4.0 bohr
density n = 3.730194e-03 bohr^-3
kF = 0.479790 bohr^-1
2 kF/pi = 0.305444 hartree
x =  0.0: F formula = 1.00000000, F ray average = 1.00000000 (no unit)
x =  0.5: F formula = 0.91197961, F ray average = 0.91197961 (no unit)
x =  1.0: F formula = 0.50000000, F ray average = 0.50000000 (no unit)
x =  2.0: F formula = 0.08802039, F ray average = 0.08802039 (no unit)
x = 10.0: F formula = 0.00334003, F ray average = 0.00334003 (no unit)
x = 0.5: F real-space integral = 0.911979 (no unit)
x = 1.0: F real-space integral = 0.500000 (no unit)
x = 2.0: F real-space integral = 0.088020 (no unit)
x =  0.0: Sigma = -0.305444 hartree
x =  0.5: Sigma = -0.278558 hartree
x =  1.0: Sigma = -0.152722 hartree
x =  2.0: Sigma = -0.026885 hartree
x = 10.0: Sigma = -0.001020 hartree
x = 0.0: Sigma = -8.3115 eV
x = 1.0: Sigma = -4.1558 eV
x = 10: -2 pi n/k^2 = -0.001018 hartree
bandwidth without exchange = 0.115099 hartree
bandwidth with exchange = 0.267821 hartree
bandwidth without exchange = 3.1320 eV
bandwidth with exchange = 7.2878 eV
free velocity at kF = 0.4798 atomic units
x = 0.900000: HF velocity = 1.1253 atomic units
x = 0.990000: HF velocity = 1.8555 atomic units
x = 0.999000: HF velocity = 2.5824 atomic units
x = 0.999999: HF velocity = 4.7797 atomic units
average of F in Fermi sphere = 0.750000 (no unit)
exchange energy per electron, Sigma = -0.114541 hartree
exchange energy per electron, hole = -0.114541 hartree
x = 0.0, box side 314.3 bohr: Sigma = -0.296191 hartree
x = 0.0, box side 628.6 bohr: Sigma = -0.300828 hartree
x = 0.0, extrapolated box: Sigma = -0.305464 hartree
x = 0.5, box side 314.3 bohr: Sigma = -0.269265 hartree
x = 0.5, box side 628.6 bohr: Sigma = -0.273929 hartree
x = 0.5, extrapolated box: Sigma = -0.278592 hartree
x = 2.0, larger box: Sigma = -0.026856 hartree
```
